# From Hexagon to Triangle: Growth of a Crystal with Alternating Edges, part 1

(Sections cited here and not found follow in the second part.)

## Geometry: which edges survive

A flat crystal is bounded by six straight edges whose outward normals are 60 degrees apart. Three edges, in alternate positions, advance at the slow speed $v_s$; the three between them advance at the fast speed $v_f\ge v_s$. Let $r=v_f/v_s$. If $r>2$, each fast edge disappears after a finite time and the crystal becomes an equilateral triangle bounded by slow edges. If $r=2$, each fast edge keeps its initial length, and a hexagonal seed approaches a triangle merely in proportion, as the slow edges outgrow the constant fast ones. If $r<2$, the fast edges lengthen without limit and the shape tends to a hexagon with the length ratio

$$
\frac{L_f}{L_s}\to\frac{2-r}{2r-1}.
$$

A hexagon thus turns into a triangle in finite time only if the fast edges are more than twice as fast as the slow ones; exactly twice is not enough. This result is geometrical and is derived first. It is modified by the way edges grow. If a fast edge advances by nucleating new atomic rows, and the corners do not help to start them, it slows down as it becomes short, and a small blunt corner of finite width remains even for $r>2$. This needs a model of row growth and is derived in the second half.

The geometrical model makes four assumptions. The crystal is convex. Each edge stays straight and advances along its normal at a speed that does not depend on its length or position. The two speeds are constant in time until stated otherwise. No edge of another orientation appears; the condition for this is found below for orientations halfway between the six.

Choose an origin inside the crystal and number the edges $i=0,\dots,5$ counterclockwise, with indices understood modulo 6. Even edges are slow and odd edges are fast. Let $\mathbf n_i$ be the outward unit normal of edge $i$ and $h_i>0$ the distance of its line from the origin. The crystal is the set of points that satisfy all six conditions

$$
\mathbf n_i\cdot\mathbf x\le h_i .
$$

To find the length of edge $i$, let $\mathbf t_i$ be $\mathbf n_i$ turned counterclockwise by 90 degrees. A point on the line of this edge is

$$
\mathbf x=h_i\mathbf n_i+\tau\,\mathbf t_i ,
$$

where $\tau$ is the position along the line. The neighbouring normals are turned by $\pm60$ degrees, so that

$$
\mathbf n_{i\pm1}=\tfrac12\mathbf n_i\pm\tfrac{\sqrt3}{2}\mathbf t_i .
$$

Inserting the point into the conditions of the two neighbours gives

$$
\tfrac12h_i+\tfrac{\sqrt3}{2}\tau\le h_{i+1},\qquad
\tfrac12h_i-\tfrac{\sqrt3}{2}\tau\le h_{i-1}.
$$

Solving each for $\tau$ gives an upper and a lower limit:

$$
-\frac{2h_{i-1}-h_i}{\sqrt3}\le\tau\le\frac{2h_{i+1}-h_i}{\sqrt3}.
$$

The length is the upper limit minus the lower one. The two terms $-h_i/\sqrt3$ add, and

$$
L_i=\frac{2}{\sqrt3}\left(h_{i-1}+h_{i+1}-h_i\right). \tag{1}
$$

This is the length provided that the next-nearest edges do not cut the line sooner. Since $\mathbf n_{i+2}=-\frac12\mathbf n_i+\frac{\sqrt3}{2}\mathbf t_i$, edge $i+2$ requires $\tau\le(2h_{i+2}+h_i)/\sqrt3$. This limit lies at or beyond the one set by edge $i+1$ when

$$
2h_{i+2}+h_i\ge2h_{i+1}-h_i
\quad\Longleftrightarrow\quad
h_i+h_{i+2}-h_{i+1}\ge0 ,
$$

which says that $L_{i+1}\ge0$. The same holds on the other side, and the opposite edge $i+3$ sets no limit on $\tau$ because its line is parallel. Thus (1) gives all six lengths as long as none of them is negative.

The bracket in (1) has a direct meaning. Extend the two neighbours of edge $i$ until they meet at a point $\mathbf X$. There $\mathbf n_{i-1}\cdot\mathbf X=h_{i-1}$ and $\mathbf n_{i+1}\cdot\mathbf X=h_{i+1}$. The sum of the two neighbouring normals is $\mathbf n_i$, because their tangential parts cancel and their normal parts add to one. Hence

$$
\mathbf n_i\cdot\mathbf X=h_{i-1}+h_{i+1}. \tag{2}
$$

The bracket is the gap between edge $i$ and the corner that its neighbours would form without it. When the neighbours of a fast edge each advance at $v_s$, this corner moves along the fast normal at $2v_s$. The fast edge can catch it only by moving faster than that. This is the origin of the factor two: it equals $1/\cos60^\circ$, the ratio of corner speed to edge speed for two lines whose normals lie 60 degrees on either side of the direction of motion.

Now let the edges move, $h_i(t)=h_{i0}+v_it$, where $h_{i0}$ is the initial distance. For a fast edge both neighbours are slow, and for a slow edge both are fast. Differentiating (1) gives

$$
\frac{dL_f}{dt}=\frac{2}{\sqrt3}(2v_s-v_f),\qquad
\frac{dL_s}{dt}=\frac{2}{\sqrt3}(2v_f-v_s). \tag{3}
$$

The second rate is at least $2v_s/\sqrt3$ because $v_f\ge v_s$, so slow edges lengthen. The sign of the first rate decides the fate of the fast edges.

For $r>2$ the gap ahead of fast edge $i$ closes at the rate $v_f-2v_s$, and the edge vanishes at

$$
t_i^*=\frac{h_{i-1,0}+h_{i+1,0}-h_{i0}}{v_f-2v_s}. \tag{4}
$$

The numerator contains the distances of this edge and its two slow neighbours. An irregular seed therefore loses its fast edges at three different times, and the loss of one does not alter the others, since the slow neighbours remain.

After the last loss, a slow edge ends on the two other slow edges. The limits on $\tau$ are then those found above for edges $i\pm2$, and their difference is

$$
L_s=\frac{2}{\sqrt3}\left(h_i+h_{i+2}+h_{i-2}\right). \tag{5}
$$

The sum contains all three slow distances and is the same for each side. The triangle is equilateral even if the seed was irregular; the irregularity survives as a displacement of its centre from the chosen origin. When the three distances equal $h_s$, the side is $2\sqrt3\,h_s$.

A lost fast edge does not return while $r>2$. Suppose that a fluctuation removes the tip of a corner and leaves a short fast edge of length $\varepsilon$. By (3) its length decreases, and it vanishes after the time $\sqrt3\,\varepsilon/[2(v_f-2v_s)]$. For $r<2$ the opposite happens: the short edge grows. Since a real corner is blunt on the atomic scale, a triangular crystal placed in conditions with $r<2$ opens fast edges at its corners, of length

$$
L_f=\frac{2}{\sqrt3}(2v_s-v_f)\,t \tag{6}
$$

apart from the atomic starting width. The triangle is thus stable on one side of $r=2$ and unstable on the other.

For the long-time shape at $r<2$, take a regular seed with all edges of length $L_0$. Integrating (3) gives

$$
\frac{L_f}{L_s}=
\frac{L_0+(2/\sqrt3)(2-r)v_st}{L_0+(2/\sqrt3)(2r-1)v_st}. \tag{7}
$$

When $v_st\gg L_0$, the initial length drops out and the ratio quoted at the start follows. It equals one at $r=1$, where the two families are equivalent, and falls to zero as $r\to2$. At $r=2$ the numerator stays at $L_0$ while the denominator grows, so the ratio decreases as $L_0/(2\sqrt3\,v_st)$ at long times. A seed of negligible size is a special case: with $L_0=0$ the ratio is zero from the start, and $r=2$ then gives a triangle. This is the sense in which a threshold of "at least twice" applies to the shape of an ideal point seed, although it fails for the evolution of a hexagon.

Equation (7) also allows the speed ratio to be inferred from a truncated crystal. If $q=L_f/L_s$ is measured on a crystal much larger than its seed, grown at constant speeds, then $q(2r-1)=2-r$ gives

$$
r=\frac{2+q}{1+2q}. \tag{8}
$$

A triangle gives less information. With $q=0$ this formula returns $r=2$, but every larger ratio produces the same triangle.

If the speeds vary in time, (3) still holds at each instant, and as long as the edge exists

$$
L_f(t)=L_f(0)+\frac{2}{\sqrt3}\int_0^t\left[2v_s(t')-v_f(t')\right]dt'. \tag{9}
$$

A hexagon can therefore pass through a period with $r>2$ and keep its fast edges, if the period is too short for the integral to use up their length. Once an edge has vanished, the earlier history no longer matters, and the current sign of $2v_s-v_f$ decides whether it reopens.

It remains to ask when other orientations can be left out. Only the halfway orientation is treated here; any other would need its own speed compared with that of the vertex in the same way. Consider an edge whose normal $\mathbf m$ lies halfway between neighbouring normals $\mathbf n_i$ and $\mathbf n_{i+1}$, and let its speed be $w$. The sum $\mathbf n_i+\mathbf n_{i+1}$ has length $2\cos30^\circ=\sqrt3$, so $\mathbf m=(\mathbf n_i+\mathbf n_{i+1})/\sqrt3$. At the vertex where the two edges meet, $\mathbf m\cdot\mathbf x=(h_i+h_{i+1})/\sqrt3$. This vertex moves along $\mathbf m$ at the speed $(v_s+v_f)/\sqrt3$. The halfway edge does not cut the vertex if

$$
w>\frac{v_s+v_f}{\sqrt3}\qquad\text{(hexagon)}. \tag{10}
$$

For the triangle, let $i$ be a missing fast edge and $i-1$ one of its slow neighbours. The corner satisfies (2) and also $\mathbf n_{i-1}\cdot\mathbf X=h_{i-1}$. Along the halfway normal its position is $(2h_{i-1}+h_{i+1})/\sqrt3$, which increases at $3v_s/\sqrt3$. The condition becomes

$$
w>\sqrt3\,v_s\qquad\text{(triangle)}. \tag{11}
$$

For $r>2$, (10) is the stricter of the two. A halfway edge with a speed between the two thresholds may appear while the crystal is still a hexagon, but it is absent from the final triangle. While present it cuts into the fast edge, which then vanishes earlier than (4) states.

The geometry can be followed with round numbers: $v_s=20$ nm/s, $v_f=60$ nm/s and a regular seed with all edges 500 nm from its centre. Its edge length is $(2/\sqrt3)\times500=577$ nm. Since $r=3$, the fast edges shrink, and (4) gives

$$
t^*=\frac{500+500-500}{60-2\times20}\ \text{s}=25\ \text{s}.
$$

After 15 s the distances are $500+300=800$ nm and $500+900=1400$ nm. Equation (1) gives a fast length of $(2/\sqrt3)(1600-1400)=231$ nm and a slow length of $(2/\sqrt3)(2800-800)=2309$ nm. At 25 s the slow distance is 1000 nm and the triangle has a side of $2\sqrt3\times1000=3464$ nm. After 600 s the slow distance is $500+12000=12500$ nm and the side is 43.3 µm.

An irregular seed with distances 500, 520, 560, 480, 610 and 600 nm, beginning with a slow edge, has gaps of 540, 690 and 510 nm ahead of its fast edges. Dividing by 20 nm/s gives vanishing times of 27.0, 34.5 and 25.5 s. Its three sides after 600 s are all 43.5 µm, as (5) requires.

Keep $v_s$, the regular seed and the duration fixed and lower $v_f$. At $r=2$ the fast edges are still 577 nm long after 600 s, while the slow ones have grown to 42.1 µm; the ratio is 0.014. At $r=1.5$ the ratio after 600 s is 0.265, still above its limit $0.5/2=0.25$. Used in (8), the value 0.265 gives $r=1.48$, about 1% below the true ratio, because the seed has not been entirely forgotten. A triangular seed under the same conditions opens fast edges of $(2/\sqrt3)\times10\times600=6928$ nm, in accordance with (6).

The changes of edge length, the vanishing times and the final triangle were tested by a construction that moves each supporting line forward from the current vertices and cuts the polygon anew at every step, without using (1). The same construction tested the thresholds for halfway edges. For $r=3$ the triangle threshold is 34.6 nm/s, and for $r=1.5$ the hexagon threshold is 28.9 nm/s. In both cases halfway edges 7% slower than the threshold were present after 6000 s, and those 7% faster were absent.

With constant speeds that do not depend on edge length, a hexagon becomes a triangle in finite time only if its fast edges are more than twice as fast as its slow ones. It remains to find how this result changes when a fast edge advances by nucleating atomic rows and slows down as it becomes short.

Numbers in the example were calculated in double precision.
